# Why hydrogen transfer reaches a temperature-independent tunnelling rate on cooling

## Definitions and the model

A hydrogen atom of mass \(m\) is bound at a surface site and can move along one coordinate \(x\), through a barrier, into a product region where its motion is unbounded. The algebra uses atomic units, \(\hbar=1\); numbers are in eV, Å, K and s⁻¹. Energies are measured from the bottom of the reactant well. The quasi-bound level \(n\) has energy \(E_n\) and decay rate \(k_n\), and \(\beta=1/k_BT\).

The potential consists of a parabola, an inverted parabola of equal curvature \(K=m\omega^2\), and a flat product channel:

\[
V(x)=\begin{cases}\tfrac12Kx^2,&x<x_b/2\\ V_b-\tfrac12K(x-x_b)^2,&x_b/2<x<x_o\\ -D,&x>x_o.\end{cases}
\]

Here \(x_o\) is the point beyond the barrier where the inverted parabola has fallen to \(-D\). The slopes at \(x_b/2\) agree, since both are \(Kx_b/2\). The values agree if \(Kx_b^2/8=V_b-Kx_b^2/8\), so \(V_b=Kx_b^2/4\).

The example takes \(\omega=0.15\) eV, \(V_b=0.70\) eV and \(D=1.0\) eV. For hydrogen this gives \(K=5.425\) eV/Å², and the barrier top lies at \(x_b=2\sqrt{0.70/5.425}=0.718\) Å. The transfer is exothermic in the sense that matters here: the product threshold \(-D\) lies below the ground level \(E_0\), zero-point energy included.

The result to be explained is that the thermal rate \(k(T)\) tends to \(k_0>0\) as \(T\to0\). In this model it rests on two things: a ground state that can decay and a continuum that takes the product away. A gap above the ground state then makes the approach to \(k_0\) exponential.

## The ground state has a rate of its own

A decaying level is a solution with an outgoing wave in the product channel and a complex energy \(E_n-i\Gamma_n/2\). Its density varies as \(|\psi|^2\propto e^{-\Gamma_nt}\), so \(k_n=\Gamma_n\). The Schrödinger equation gives the continuity equation

\[
\partial_t|\psi|^2=-\partial_xj,\qquad j=\frac1m\,\mathrm{Im}(\psi^*\partial_x\psi).
\]

Integrate it from the far left, where \(j=0\), to a point \(X\). The left side becomes \(-\Gamma_n\int_{-\infty}^X|\psi|^2dx\) and the right side \(-j(X)\). Hence

\[
k_n=\frac{j(X)}{\int_{-\infty}^{X}|\psi|^2dx}.
\]

The rate is escaping flux per unit of stored probability. No temperature enters.

A semiclassical estimate shows what sets its size. Let \(a\) and \(b\) be the turning points on the two sides of the barrier, \(p=\sqrt{2m(E-V)}\) and \(\kappa=\sqrt{2m(V-E)}\). In the well,

\[
\psi\simeq\frac{A}{\sqrt p}\cos\Big(\int_x^ap\,dx'-\frac\pi4\Big).
\]

Replacing the squared cosine by its mean, ½, normalizes this to

\[
1=\frac{A^2}{2}\int\frac{dx}{p}=\frac{A^2}{2}\,\frac{\pi}{m\omega},\qquad A^2=\frac{2m\omega}{\pi},
\]

because \(\int m\,dx/p\) is half a classical period, which is \(\pi/\omega\) for levels below \(V_b/2\), where the well is parabolic. For level 3 of the table below it is 8% longer.

Near \(a\) the potential is almost linear, and a scaled coordinate \(z\) turns the equation into \(\psi''=z\psi\). The decaying solution is the Airy function, with \(\zeta=\tfrac23|z|^{3/2}\):

\[
\mathrm{Ai}(-|z|)\sim\frac{\cos(\zeta-\pi/4)}{\sqrt\pi|z|^{1/4}},\qquad \mathrm{Ai}(|z|)\sim\frac{e^{-\zeta}}{2\sqrt\pi|z|^{1/4}}.
\]

The wave under the barrier is therefore \((A/2\sqrt\kappa)\exp(-\int_a^x\kappa\,dx')\), with the factor ½ coming from the second form.

At \(b\) the outgoing solution is \(\mathrm{Bi}+i\,\mathrm{Ai}\). Its leading part is \(e^{\zeta}/(\sqrt\pi|z|^{1/4})\) inside the barrier and \(e^{i(\zeta+\pi/4)}/(\sqrt\pi|z|^{1/4})\) outside, so no further factor appears. With \(S=\int_a^b\kappa\,dx\), the emerging density is \(A^2e^{-2S}/4p\). Multiplying by the velocity \(p/m\) gives

\[
k_n\simeq\frac{A^2}{4m}e^{-2S}=\frac{\omega}{2\pi}e^{-2S(E_n)}.
\]

This is an attempt frequency times a penetration probability. At zero temperature the atom still has its zero-point motion, so the attempts do not stop.

For this potential \(S\) can be written out. Put \(v=V_b/\omega\), \(\varepsilon=E/\omega\), and measure length in \(1/\sqrt{m\omega}\). The parabolas then join at \(\sqrt v\). For \(\varepsilon<v/2\), the inner part runs from \(\sqrt{2\varepsilon}\) to \(\sqrt v\):

\[
2\int\sqrt{x^2-2\varepsilon}\,dx=\sqrt{v(v-2\varepsilon)}-2\varepsilon\ln\frac{\sqrt v+\sqrt{v-2\varepsilon}}{\sqrt{2\varepsilon}}.
\]

In the outer part let \(y\) be the distance from the barrier top and \(R^2=2(v-\varepsilon)\). Then

\[
2\int_{-\sqrt v}^{R}\sqrt{R^2-y^2}\,dy=\frac{\pi R^2}{2}+\sqrt{v(v-2\varepsilon)}+R^2\arcsin\frac{\sqrt v}{R}.
\]

With \(v=4.667\) and \(\varepsilon=0.5\), the inner part is \(4.14-1.40=2.73\) and the outer part is \(13.09+4.14+7.05=24.27\). Thus \(2S=27.0\). Since \(\omega/2\pi\) is \(3.63\times10^{13}\) s⁻¹, the estimate is \(k_0\simeq68\) s⁻¹.

The levels can also be found numerically. One integrates from the left wall and from the outgoing wave, and adjusts the complex energy until value and slope match; the flux formula then gives the rate.

| \(n\) | \(E_n\) (eV) | \(k_n\) (s⁻¹) |
|---|---|---|
| 0 | 0.0750 | 72 |
| 1 | 0.2248 | \(8.02\times10^4\) |
| 2 | 0.3735 | \(4.43\times10^7\) |
| 3 | 0.5176 | \(1.61\times10^{10}\) |

The numerical \(k_0\) is 6% above the semiclassical value. It corresponds to a width of \(4.7\times10^{-14}\) eV and a lifetime of 14 ms.

Replacing hydrogen by deuterium in the same potential lowers \(k_0\) to \(1.5\times10^{-4}\) s⁻¹, a factor of \(4.8\times10^5\). The larger mass increases \(\kappa\), and it also lowers the zero-point level, to 0.053 eV, where the barrier is higher and wider.

## What the product continuum does

Flux that leaves must not return. In a channel closed by a wall at distance \(L\), a wave of speed \(v_g\) comes back after about \(2L/v_g\), and the reactant can be formed again. A channel without a wall removes this return. On a surface, energy loss to other motions of the product can do the same if it acts before the wave returns. With slower loss, the rate also depends on how closely a product level matches the ground level.

A lower barrier makes the effect quick enough to follow directly. Keep \(K\) fixed, set \(V_b=0.15\) eV and put the product floor at \(-0.30\) eV. The flux formula then gives a lifetime of 0.726 ps. The initial state is the ground state of the well with the far side of the barrier filled in to the barrier height, and it is propagated by diagonalizing the Hamiltonian on a grid.

- With the wall at 100 Å, the survival probability after one lifetime is about 0.37, close to \(e^{-1}=0.368\); a grid spacing of 0.07 Å gives 0.362, about 0.007 below the converged value.
- With the wall at 3 Å, it stays above 0.9 throughout ten lifetimes, because no level of the short channel lies close enough to the ground level. Moving the wall by 0.1 Å either way brings one closer: the survival probability then falls below one half, but later returns above 0.99. The reaction is just as exothermic, but there is no lasting decay.
- With the wall at 100 Å and the floor raised to \(+0.10\) eV, it stays above 0.99 from 0.3 to 1.2 lifetimes.

In the last case the ground state has no open channel. Its energy is at most \(\omega/2=0.075\) eV, because this potential nowhere exceeds \(\tfrac12Kx^2\), and the oscillator's Gaussian used as a trial function gives that upper bound.

Once the floor lies well below \(E_0\), its exact depth matters little if the barrier is held fixed. Moving the floor of the main example from \(-1.0\) to \(-0.5\) eV changes \(k_0\) from 72 to 69 s⁻¹. The dependence is not monotonic: floors at \(-0.3\), \(-0.7\) and \(-2.0\) eV give 70, 79 and 75 s⁻¹, and a shallow floor at \(-0.1\) eV gives 99 s⁻¹. These are changes of the prefactor only. The exponent contains only the region between the turning points, which the floor does not touch. In a real series of reactions, greater exothermicity may also alter the barrier, and then \(k_0\) can change strongly.

## Why cooling leaves only the ground-state rate

Let \(N_n\) be the population of level \(n\), and neglect return from the product. Relaxation moves population between levels without changing the total \(N\), so \(-dN/dt=\sum_nk_nN_n\). If relaxation keeps the populations thermal, \(N_n=p_nN\) and

\[
k(T)=\sum_np_nk_n,\qquad p_n=\frac{e^{-\beta E_n}}{\sum_me^{-\beta E_m}}.
\]

Write \(\Delta_n=E_n-E_0\), multiply numerator and denominator by \(e^{\beta E_0}\), and subtract \(k_0\):

\[
k(T)-k_0=\frac{\sum_{n\ge1}(k_n-k_0)e^{-\beta\Delta_n}}{1+\sum_{n\ge1}e^{-\beta\Delta_n}}.
\]

At low temperature the first term dominates:

\[
k(T)\simeq k_0\left[1+r\,e^{-\beta\Delta_1}\right],\qquad r=\frac{k_1}{k_0}-1.
\]

Two exponentials compete. The excited level tunnels faster, here by a factor of 1116, but that factor is fixed, while its population falls without limit on cooling.

At 100 K, \(\beta\Delta_1=0.1498/0.008617=17.38\), and the relative excess is \(1115\,e^{-17.38}\simeq3\times10^{-5}\). The full sum over the four levels gives an excess of 1.0% at 150 K and 21% at 200 K. The classical estimate \((\omega/2\pi)e^{-\beta V_b}\) would instead give \(1.9\times10^{-22}\) s⁻¹ at 100 K.

The same change appears in the slope of an Arrhenius plot. Since \(k_BT^2\,d/dT=-d/d\beta\), the apparent activation energy is

\[
E_a=-\frac{d\ln k}{d\beta}=\frac{\sum_np_nk_nE_n}{k}-\sum_np_nE_n.
\]

The first term comes from differentiating \(\sum_nk_ne^{-\beta E_n}\), the second from the partition function. \(E_a\) is thus the mean energy of the atoms that react minus the mean energy of all reactants. On cooling both become \(E_0\), and \(E_a\) vanishes although the barrier is unchanged. In the example it is 0.028 eV at 200 K and \(4.7\times10^{-6}\) eV at 100 K.

The temperature at which the relative excess equals \(\delta\) follows from \(re^{-\beta\Delta_1}=\delta\):

\[
T_\delta\simeq\frac{\Delta_1}{k_B\ln(r/\delta)}.
\]

For \(\delta=0.1\), the logarithm is \(\ln(11150)=9.32\) and \(T_\delta=186.5\) K. The four-level sum gives 185.5 K. The plateau is therefore a limit approached exponentially, and its apparent edge depends on the accuracy asked for.

If the threshold lies above \(E_0\), then \(k_0=0\). In the sum over levels used here, the low-temperature rate is carried by the lowest level \(q\) that can decay, \(k\simeq k_qe^{-\beta(E_q-E_0)}\), and it vanishes on cooling. Thermal motion of the surroundings can also lift the atom directly into continuum states just above the threshold. That costs less energy and can take over at the lowest temperatures, but it vanishes on cooling too. Tunnelling still occurs, but there is no plateau.

## What happens if relaxation is slow

Thermal populations are an extra assumption at finite temperature. To see its role, let neighbouring levels exchange population at rates \(\gamma(n+1)(\bar n+1)\) downward and \(\gamma(n+1)\bar n\) upward, with \(\bar n=1/(e^{\beta(E_{n+1}-E_n)}-1)\). The upward-to-downward ratio is \(\bar n/(\bar n+1)=e^{-\beta(E_{n+1}-E_n)}\), as thermal equilibrium requires. Define the rate as the inverse mean lifetime of an atom that starts in the ground level.

At 200 K, \(\gamma=10^{12}\) s⁻¹ reproduces the thermal average to better than one part in \(10^4\). With \(\gamma=10^4\) s⁻¹ the rate is 0.845 of that average. The reason is a shortage of excitation. The upward rate is about \(10^4e^{-8.69}=1.7\) s⁻¹, and a fraction \(k_1/(k_1+\gamma)\simeq0.89\) of the excited atoms react before relaxing. This adds 1.5 s⁻¹ to \(k_0\), whereas thermal populations would add 15 s⁻¹.

At 80 K even this slow relaxation gives \(k_0\) to the accuracy quoted here. An atom already in the ground level needs no relaxation to tunnel.

## A surface reaction and its softer motions

The parameters are a rough stand-in for methane elimination in alumina deposition, where a surface hydroxyl gives its hydrogen to a methyl ligand of bound trimethylaluminium. A barrier of some tenths of an eV is a reasonable scale. The quantum of 0.15 eV belongs to an effective reaction coordinate; a free O–H stretch has roughly 0.45 eV. The product hydrogen is bound in methane, not free. The flat channel is an idealization in which the departing molecule and the surface vibrations take up the energy before the hydrogen can return. If they take it up more slowly, \(k_0\) also depends on the product levels, so the value found here is not a prediction for this reaction.

Deposition runs much hotter than the plateau, at roughly 500 K. If relaxation is fast enough to keep the populations thermal up to the barrier top, the rate there is the thermal flux over and through the barrier,

\[
k=\frac1Z\int_0^\infty\frac{dp}{2\pi}\,\frac pm\,P(E)e^{-\beta E}=\frac1{2\pi Z}\int P(E)e^{-\beta E}dE,
\]

with \(Z=1/(2\sinh u)\) for the harmonic well and \(u=\beta\omega/2\).

The transmission \(P\) of the inverted parabola follows from its outgoing wave, \(t\,y^{i\eta-1/2}e^{iy^2/2}\), where \(\eta=(E-V_b)/\omega\). Continued through the upper half-plane to \(y=|y|e^{i\pi}\), this becomes the reflected wave, with amplitude \(-ie^{-\pi\eta}t\). Flux conservation, \(|t|^2(1+e^{-2\pi\eta})=1\), gives \(P=1/(1+e^{-2\pi\eta})\).

For \(u<\pi\) and a barrier high enough to extend the integral to \(-\infty\), the substitution \(w=e^{2\pi\eta}\) gives

\[
k=\frac{k_BT}{2\pi Z}e^{-\beta V_b}\,\frac u\pi\int_0^\infty\frac{w^{-u/\pi}}{1+w}dw=\frac{k_BT}{2\pi Z}\,\frac{u}{\sin u}\,e^{-\beta V_b}.
\]

The last step uses \(\int_0^\infty w^{s-1}/(1+w)\,dw=\pi/\sin\pi s\) with \(s=1-u/\pi\). At 500 K, \(u=1.74\), the tunnelling factor \(u/\sin u\) is 1.77, and \(k=8.9\times10^6\) s⁻¹. This is about \(10^5\) times \(k_0\): tunnelling corrects the process rate but does not make it temperature-independent. Slower relaxation lowers the value, because levels near the barrier top then react faster than they are refilled. With \(\gamma=10^{12}\) s⁻¹, and the ladder of the previous section continued to the levels at the barrier top, the rate is about \(3.5\times10^6\) s⁻¹, roughly 40% of it. The comparison is rough: the first level above the barrier top is 0.04 eV wide, comparable to \(k_BT\), so a sum over sharp levels is no longer reliable there, and with thermal populations that sum gives about \(1.5\times10^7\) s⁻¹ rather than \(8.9\times10^6\) s⁻¹.

One assumption that real surfaces break is the fixed distance between donor and acceptor. Take a rough methyl vibration of energy \(\Omega=0.03\) eV and mass \(M=15\) u. Its displacement \(Q\) is Gaussian, with variance

\[
\sigma^2=\frac{\bar n_\Omega+\frac12}{M\Omega}=\frac{1}{2M\Omega}\coth\frac{\beta\Omega}{2},
\]

where \(\bar n_\Omega\) is its mean thermal quantum number. The zero-point spread is 0.068 Å. Let \(x_b\) change by \(Q/2\) at fixed \(K\), which changes the barrier height too, and average \(e^{-2S}\) over \(Q\) at hydrogen energy \(\omega/2\).

Short distances dominate this average. It multiplies \(k_0\) by 39 in the cold limit, 48 at 100 K and 143 at 200 K. The estimate freezes \(Q\) during tunnelling and ignores energy exchange with it. Treating \(Q\) as a second quantum coordinate in the same potential roughly halves the factors in the cold limit and at 100 K, so the estimate gives a scale, not a correction to be trusted in detail.

This motion has a plateau of its own, because zero-point motion remains when thermal motion has gone. Its factor exceeds the cold limit by 10% near 80 K, well below the 186 K found for the hydrogen levels alone. The gap that controls the approach thus belongs to the whole coupled system, and a soft vibration can postpone the plateau. A solid with vibrations of arbitrarily low energy has no strict gap, and the exponential law derived here cannot then be assumed down to the lowest temperatures.

Numbers in the example were calculated in double precision.
